# Static COHSEX from the pole structure of the GW self-energy: a program that tests the result

```python
"""
Result under test: the GW self-energy (i/2pi) int dw' G(w+w') W(w') equals
  SEX(w) = - sum_occ phi_i phi_i W(w - e_i)                (poles of G)
  COH(w) = sum_all_n sum_s phi_n phi_n w_s w_s/(w-e_n-Om_s) (poles of W)
and its static limit is -sum_occ phi_i phi_i W(0) + (1/2)(W(0)-v)(r,r) delta.
Symbols: e_n, phi_n one-particle levels and orbitals; v bare interaction;
W = v + Wp screened interaction; Om_s neutral excitation energies;
w_s = v rho_s fluctuation potentials, rho_s transition densities.
Model: 4 electrons in a 1D hard-wall box, softened Coulomb interaction, RPA W.
Atomic units inside; eV and angstrom in the printout.
"""
from types import SimpleNamespace
import numpy as np
from scipy.integrate import quad
from scipy.constants import physical_constants

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
BOX_ANG, SOFT_ANG, NOCC = 6.0, 0.6, 2


def build(n_grid):
    """Box orbitals on a grid (orthonormal vectors) and RPA excitations."""
    length, soft = BOX_ANG / ANG, SOFT_ANG / ANG
    j = np.arange(1, n_grid + 1)
    x = j * length / (n_grid + 1)
    orb = np.sqrt(2 / (n_grid + 1)) * np.sin(np.pi * np.outer(j, j) / (n_grid + 1))
    e = 0.5 * (np.pi * j / length) ** 2
    dx = x[:, None] - x[None, :]
    v = 1 / np.sqrt(dx**2 + soft**2)
    dv = -dx / (dx**2 + soft**2) ** 1.5
    pairs = (orb[:, :NOCC, None] * orb[:, None, NOCC:]).reshape(n_grid, -1)
    gap = (e[None, NOCC:] - e[:NOCC, None]).ravel()
    root = np.sqrt(gap)
    kernel = pairs.T @ v @ pairs
    om2, z = np.linalg.eigh(np.diag(gap**2) + 4 * np.outer(root, root) * kernel)
    om = np.sqrt(om2)
    rho = np.sqrt(2) * pairs @ (root[:, None] * z) / np.sqrt(om)
    return SimpleNamespace(n=n_grid, x=x, orb=orb, e=e, v=v, pairs=pairs,
                           gap=gap, om=om, w=v @ rho, grad_w=dv @ rho)


def chi0(s, freq):
    return (s.pairs * (4 * s.gap / (freq**2 - s.gap**2))) @ s.pairs.T


def wp_dyson(s, freq):
    """W - v from the Dyson equation, without using the pole form."""
    return np.linalg.solve(np.eye(s.n) - s.v @ chi0(s, freq), s.v) - s.v


def green(s, freq):
    return (s.orb / (freq - s.e)) @ s.orb.T


def sex_pol(s, freq, scale=1.0):
    """Polarization part of SEX; scale raises all Om_s at fixed Wp(0)."""
    om, w2 = scale * s.om, scale
    out = 0
    for i in range(NOCC):
        u = s.orb[:, i]
        factor = w2 * 2 * om / ((freq - s.e[i]) ** 2 - om**2)
        out = out - np.outer(u, u) * ((s.w * factor) @ s.w.T)
    return out


def coh(s, freq, scale=1.0, states=None):
    om, w2 = scale * s.om, scale
    out = 0
    for n in (range(s.n) if states is None else states):
        u = s.orb[:, n]
        out = out + np.outer(u, u) * ((s.w * (w2 / (freq - s.e[n] - om))) @ s.w.T)
    return out


def expect(s, matrix, m):
    return s.orb[:, m] @ matrix @ s.orb[:, m]


def close(a, b, rtol):
    return np.max(np.abs(a - b)) < rtol * np.max(np.abs(b))


# --- frequency integrals on the real axis, at finite broadening ---
def complex_quad(f):
    re = quad(lambda t: f(t).real, -np.inf, np.inf, limit=500)[0]
    im = quad(lambda t: f(t).imag, -np.inf, np.inf, limit=500)[0]
    return re + 1j * im


eta, freq, boson = 0.3, 0.2, 1.1
boson_c = boson - 1j * eta
for level, side in ((-0.5, 1), (0.7, -1)):      # side +1 occupied, -1 empty
    integral = 1j / (2 * np.pi) * complex_quad(
        lambda t: 2 * boson_c / (t**2 - boson_c**2)
        / (freq + t - level - 1j * side * eta))
    formula = 1 / (freq - level + side * boson - 2j * side * eta)
    assert abs(integral - formula) < 1e-6

delay = 0.5                                      # finite convergence factor
for side in (1, -1):
    pole = -0.7 + 1j * side * eta

    def fourier(f, kind):
        parts = [quad(lambda t, g=g: g(f(t)), 0, np.inf, weight=kind,
                      wvar=delay, limlst=200)[0] for g in (np.real, np.imag)]
        return parts[0] + 1j * parts[1]

    integral = fourier(lambda t: 1 / (t - pole) - 1 / (t + pole), "cos")
    integral += 1j * fourier(lambda t: 1 / (t - pole) + 1 / (t + pole), "sin")
    expected = -np.exp(1j * pole * delay) if side == 1 else 0
    assert abs(1j / (2 * np.pi) * integral - expected) < 1e-5

# --- the model ---
s = build(39)
homo, lumo = NOCC - 1, NOCC
mu = 0.5 * (s.e[homo] + s.e[lumo])
for test_freq in (0.0, 0.37j, 0.2 + 0.5j):
    poles = (s.w * (2 * s.om / (test_freq**2 - s.om**2))) @ s.w.T
    assert close(poles, wp_dyson(s, test_freq), 1e-8)

# --- separate contours around the poles of W and of G ---
centre = -(s.om[0] + s.om[-1]) / 2
focal = (s.om[-1] - s.om[0]) / 2
major = focal + s.om[0]
minor = np.sqrt(major**2 - focal**2)
z = mu - 2j * minor
n_pts = 1000
theta = 2 * np.pi * (np.arange(n_pts) + 0.5) / n_pts
from_w = 0
for t in theta:
    point = centre + major * np.cos(t) + 1j * minor * np.sin(t)
    step = (-major * np.sin(t) + 1j * minor * np.cos(t)) * 2 * np.pi / n_pts
    from_w = from_w + green(s, z + point) * wp_dyson(s, point) * step
from_w = from_w * 1j / (2 * np.pi)
assert close(from_w, coh(s, z), 1e-7)

density = s.orb[:, :NOCC] @ s.orb[:, :NOCC].T
radius = (s.e[lumo] - s.e[0]) / 2
from_g = 0
for t in theta[::2]:
    arm = radius * np.exp(1j * t)
    point = (s.e[0] + s.e[homo]) / 2 - z + arm
    step = 1j * arm * 4 * np.pi / n_pts
    from_g = from_g + green(s, z + point) * (s.v + wp_dyson(s, point)) * step
from_g = from_g * 1j / (2 * np.pi)
assert close(from_g, -density * s.v + sex_pol(s, z), 1e-7)

# --- whole correlation part by integration along the imaginary axis ---
z = mu + 0.4j
n_pts, width = 1200, 2.0
angle = -np.pi / 2 + np.pi * (np.arange(n_pts) + 0.5) / n_pts
total = 0
for a in angle:
    u = width * np.tan(a)
    weight = width / np.cos(a) ** 2 * np.pi / n_pts
    total = total - green(s, z + 1j * u) * wp_dyson(s, 1j * u) * weight / (2 * np.pi)
assert close(total, sex_pol(s, z) + coh(s, z), 1e-6)

# --- static limit: all level differences dropped, then closure ---
wp0 = wp_dyson(s, 0.0)
hole = 0.5 * np.diag(wp0)
static_sum = sum(np.outer(s.orb[:, n], s.orb[:, n]) * ((s.w / -s.om) @ s.w.T)
                 for n in range(s.n))
assert close(static_sum, np.diag(hole), 1e-8)

# --- factor 1/2: relaxation energy around a small static point charge ---
site = s.n // 2
h0 = (s.orb * s.e) @ s.orb.T
n0 = 2 * np.sum(s.orb[:, :NOCC] ** 2, axis=1)
eps_max = np.max(np.linalg.eigvals(np.eye(s.n) - s.v @ chi0(s, 0.0)).real)
mixing = 2 / (1 + eps_max)


def relaxed_energy(charge):
    dn = np.zeros(s.n)
    for _ in range(400):
        level, u = np.linalg.eigh(h0 + np.diag(charge * s.v[:, site] + s.v @ dn))
        new = 2 * np.sum(u[:, :NOCC] ** 2, axis=1) - n0
        change = new - dn
        dn = dn + mixing * change
    assert np.max(np.abs(change)) < 1e-10
    pot = s.v @ dn
    return 2 * np.sum(level[:NOCC]) - pot @ n0 - 0.5 * dn @ pot


q = 0.01
charging = (relaxed_energy(q) + relaxed_energy(-q)
            - 2 * relaxed_energy(0.0)) / (2 * q**2)
assert abs(charging / hole[site] - 1) < 1e-3

# --- static and dynamic self-energies, level by level ---
def self_energies(sys, m):
    dens = sys.orb[:, :NOCC] @ sys.orb[:, :NOCC].T
    w0 = wp_dyson(sys, 0.0)
    bare = expect(sys, -dens * sys.v, m)
    sex_s = expect(sys, -dens * (sys.v + w0), m)
    coh_s = expect(sys, np.diag(0.5 * np.diag(w0)), m)
    sex_d = bare + expect(sys, sex_pol(sys, sys.e[m]), m)
    coh_d = expect(sys, coh(sys, sys.e[m]), m)
    return np.array([bare, sex_s, coh_s, sex_s + coh_s, sex_d, coh_d, sex_d + coh_d])


rows = {name: self_energies(s, m) for name, m in
        (("lowest", 0), ("HOMO", homo), ("LUMO", lumo))}
assert rows["lowest"][5] > rows["lowest"][2]

# --- leading error of the static limit when all Om_s are raised ---
big = 1e4
leading = {}
for name, m in (("lowest", 0), ("HOMO", homo), ("LUMO", lumo)):
    leading[name] = 0.5 * np.sum(s.orb[:, m] ** 2
                                 * np.sum((s.grad_w / s.om) ** 2, axis=1))
    err = expect(s, coh(s, s.e[m], big), m) - rows[name][2]
    assert abs(big * err / leading[name] - 1) < 0.01
sex_err = [expect(s, sex_pol(s, s.e[lumo], k), lumo)
           + rows["LUMO"][0] - rows["LUMO"][1] for k in (100.0, 1000.0)]
assert abs(sex_err[0] / sex_err[1] - 100) < 2
scales = (1.0, 10.0, 100.0)
scaled_err = [rows["HOMO"][3] - rows["HOMO"][0]
              - expect(s, sex_pol(s, s.e[homo], k) + coh(s, s.e[homo], k), homo)
              for k in scales]

# --- cancellation of the poles at e_1 + Om_s ---
coupling = ((s.orb[:, lumo] * s.orb[:, 0]) @ s.w) ** 2
mode = int(np.argmax(coupling > 1e-2 * coupling.max()))
offset = 0.01 / EV
near = []
for sign in (-1, 1):
    f = s.e[0] + s.om[mode] + sign * offset
    near.append((rows["LUMO"][0] + expect(s, sex_pol(s, f), lumo),
                 expect(s, coh(s, f), lumo)))
jump_sex = near[1][0] - near[0][0]
jump_sum = sum(near[1]) - sum(near[0])
assert abs(jump_sum) < 0.05 * abs(jump_sex)

# --- finer grid ---
fine = build(59)
fine_homo = self_energies(fine, homo)
assert abs(fine_homo[3] - rows["HOMO"][3]) * EV < 0.01
assert abs(fine_homo[6] - rows["HOMO"][6]) * EV < 0.01

# --- printout ---
print(f"box length {BOX_ANG:.1f} angstrom, softening {SOFT_ANG:.1f} angstrom")
print(f"electrons {2*NOCC}, grid points {s.n}, spacing {BOX_ANG/(s.n+1):.3f} angstrom")
print("levels 1-4 (eV):", " ".join(f"{a*EV:.3f}" for a in s.e[:4]))
print("lowest four Om_s (eV):", " ".join(f"{a*EV:.3f}" for a in s.om[:4]))
print("position (angstrom), v(x,x), W(x,x;0), local Coulomb hole (eV):")
for k in (3, 9, 19):
    print(f"  {s.x[k]*ANG:.2f} {s.v[k,k]*EV:.3f} "
          f"{(s.v[k,k]+wp0[k,k])*EV:.3f} {hole[k]*EV:.3f}")
print(f"charging energy per squared charge, centre: {charging*EV:.3f} eV")
print("static COH of HOMO, orbital sum cut at N (eV):")
for cut in (2, 4, 8, 16, s.n):
    part = s.orb[:, :cut] @ s.orb[:, :cut].T
    print(f"  N={cut}: {expect(s, 0.5*part*wp0, homo)*EV:.4f}")
labels = ("bare exchange", "static SEX", "static COH", "COHSEX",
          "dynamic SEX", "dynamic COH", "GW")
print("self-energy (eV): lowest, HOMO, LUMO")
for k, label in enumerate(labels):
    print(f"  {label}: " + " ".join(f"{r[k]*EV:.3f}" for r in rows.values()))
print("COHSEX minus GW (eV): "
      + " ".join(f"{(r[3]-r[6])*EV:.3f}" for r in rows.values()))
print("dynamic minus static COH, from occupied n and from empty n (eV):")
for name, m in (("lowest", 0), ("HOMO", homo), ("LUMO", lumo)):
    occ_dyn = expect(s, coh(s, s.e[m], states=range(NOCC)), m)
    occ_sta = expect(s, 0.5 * density * wp0, m)
    rest = rows[name][5] - rows[name][2] - (occ_dyn - occ_sta)
    print(f"  {name}: {(occ_dyn-occ_sta)*EV:.3f} {rest*EV:.3f}")
print("leading COH correction (eV): "
      + " ".join(f"{a*EV:.3f}" for a in leading.values()))
print("LUMO minus HOMO self-energy (eV): bare exchange, COHSEX, GW")
print("  " + " ".join(f"{(rows['LUMO'][k]-rows['HOMO'][k])*EV:.3f}" for k in (0, 3, 6)))
print("HOMO, COHSEX minus GW with all Om_s raised (eV):")
for k, err in zip(scales, scaled_err):
    print(f"  factor {k:.0f}: {err*EV:.5f}")
print(f"cancelling pole for LUMO element: Om_s = {s.om[mode]*EV:.3f} eV, "
      f"at {(s.e[0]+s.om[mode])*EV:.3f} eV")
for sign, pair in zip(("below", "above"), near):
    print(f"  0.01 eV {sign}: SEX {pair[0]*EV:.3f}, COH {pair[1]*EV:.3f}, "
          f"sum {sum(pair)*EV:.3f} eV")
print(f"HOMO on {fine.n} points: COHSEX {fine_homo[3]*EV:.3f}, GW {fine_homo[6]*EV:.3f} eV")
print("all assertions hold")
```

Running it gives:

```
box length 6.0 angstrom, softening 0.6 angstrom
electrons 4, grid points 39, spacing 0.150 angstrom
levels 1-4 (eV): 1.045 4.178 9.401 16.712
lowest four Om_s (eV): 9.452 10.563 16.940 17.791
position (angstrom), v(x,x), W(x,x;0), local Coulomb hole (eV):
  0.60 23.999 17.338 -3.331
  1.50 23.999 17.604 -3.198
  3.00 23.999 17.233 -3.383
charging energy per squared charge, centre: -3.383 eV
static COH of HOMO, orbital sum cut at N (eV):
  N=2: -1.1938
  N=4: -2.7887
  N=8: -3.1893
  N=16: -3.2041
  N=39: -3.2041
self-energy (eV): lowest, HOMO, LUMO
  bare exchange: -16.868 -15.117 -5.462
  static SEX: -13.296 -12.730 -1.850
  static COH: -3.081 -3.204 -3.397
  COHSEX: -16.376 -15.934 -5.247
  dynamic SEX: -13.070 -12.504 0.000
  dynamic COH: -2.306 -2.842 -5.091
  GW: -15.376 -15.346 -5.091
COHSEX minus GW (eV): -1.000 -0.588 -0.157
dynamic minus static COH, from occupied n and from empty n (eV):
  lowest: 0.243 0.531
  HOMO: -0.469 0.831
  LUMO: -2.477 0.784
leading COH correction (eV): 1.387 1.339 0.890
LUMO minus HOMO self-energy (eV): bare exchange, COHSEX, GW
  9.655 10.686 10.255
HOMO, COHSEX minus GW with all Om_s raised (eV):
  factor 1: -0.58816
  factor 10: -0.11589
  factor 100: -0.01317
cancelling pole for LUMO element: Om_s = 10.563 eV, at 11.608 eV
  0.01 eV below: SEX 199.767, COH -205.075, sum -5.308 eV
  0.01 eV above: SEX -196.119, COH 190.809, sum -5.310 eV
HOMO on 59 points: COHSEX -15.934, GW -15.345 eV
all assertions hold
```
